\section*{Optimal Repeaters on an RC Wire and the Gain from Lower k}

\section{Problem}

A signal must travel along an on-chip wire many repeater spacings long. The wire has resistance $r$ and capacitance $c$ per unit length. Identical inverters, called repeaters, divide it into equal segments of length $l$. A repeater of unit size has output resistance $R_0$, input capacitance $C_0$ and output capacitance $C_p$. One of size $h$ is $h$ unit devices in parallel, with output resistance $R_0/h$ and capacitances $hC_0$ and $hC_p$.

The delay of a segment is the time from a voltage step at the repeater input until the far end has completed half of its swing. Take it to be
\begin{equation}
T(h,l)=a\left[\frac{R_0}{h}\,(hC_p+cl+hC_0)+rl\,hC_0\right]+b\,rc\,l^2 ,
\label{eq:T}
\end{equation}
with
\begin{equation}
a=\ln 2=0.6931,\qquad b=\frac{4}{\pi^2}\ln\frac{8}{\pi}=0.3788 .
\end{equation}

\begin{enumerate}
\item Find the size and spacing that minimize the delay per length $\tau=T/l$.
\item The wire is embedded in one uniform dielectric, whose relative permittivity is lowered from $k=3.0$ to $k=2.4$. The wire's shape, its resistance and the unit repeater stay the same. By what fraction does the least delay per length fall if the repeaters are designed anew? By what fraction does the delay fall if the old layout is kept?
\end{enumerate}

For numbers, take a copper wire 200 nm wide and 400 nm thick, 200 nm from its neighbours, with 400 nm of dielectric between it and a conducting plane above and another below. Its effective resistivity is $2.5\ \mu\Omega\,$cm. The unit repeater has $R_0=10$ k$\Omega$, $C_0=0.25$ fF and $C_p=0.20$ fF.

\section{Where the data and coefficients come from}

\paragraph{Capacitance.} In the dielectric the potential obeys $\nabla\cdot(\varepsilon_0 k\nabla\phi)=0$. Since $k$ is uniform, it divides out and leaves $\nabla^2\phi=0$. With the conductor potentials fixed, $\phi$ does not depend on $k$. The charge on the wire is the surface integral of $\varepsilon_0 k|\nabla\phi|$, so
\begin{equation}
c=\varepsilon_0 k g ,
\end{equation}
where the number $g$ depends on geometry alone. A two-dimensional field solution with the wire at 1 V and its neighbours and both planes at 0 V gives $g=7.133$ on a 5 nm grid; a grid twice as coarse gives 7.146. The sharp corners make convergence slow: meshes refined toward them approach about 7.12, so the value used here is roughly 0.1 percent high. This does not affect the percentage reductions derived from a uniform $k$. For a strip 800 nm wide and 400 nm thick, midway between planes 1200 nm apart, the same solver gives 7.353 on a 10 nm grid in a box that ends 1.2 $\mu$m beyond the strip edge, where grid error and truncation partly cancel. A refined mesh in a wider box gives 7.359, and the known fringe-capacitance formula gives 7.358. For the wire,
\begin{align}
c&=(8.854\times10^{-3}\ \text{fF}/\mu\text{m})(3.0)(7.133)=0.1895\ \text{fF}/\mu\text{m},\\
r&=\frac{2.5\times10^{-8}\ \Omega\,\text{m}}{(0.2\times10^{-6}\ \text{m})(0.4\times10^{-6}\ \text{m})}=0.3125\ \Omega/\mu\text{m}.
\end{align}

\paragraph{Coefficients.} A single resistance $R$ charging a single capacitance $C$ gives $v=1-e^{-t/RC}$, in units of the full swing. This reaches one half at $t=RC\ln2$, hence $a$.

A distributed line driven by an ideal step and open at its far end obeys $rc\,\partial_t v=\partial_x^2v$, with $v(0,t)=1$, $\partial_xv(l,t)=0$ and $v(x,0)=0$. The difference $1-v$ vanishes at $x=0$ and has zero slope at $x=l$, so it is a sum of the modes $\sin q_nx$ with $q_n=(2n+1)\pi/(2l)$, each decaying as $e^{-q_n^2t/rc}$. At $t=0$ the sum must equal 1, so the amplitudes are
\begin{equation}
\frac{2}{l}\int_0^l\sin q_nx\,dx=\frac{2}{lq_n}=\frac{4}{(2n+1)\pi}.
\end{equation}
At the far end $\sin q_nl=(-1)^n$, and therefore
\begin{equation}
v(l,t)=1-\frac4\pi e^{-\pi^2t/(4rcl^2)}+\frac{4}{3\pi}e^{-9\pi^2t/(4rcl^2)}-\cdots .
\end{equation}
Keeping the slowest mode and setting $v=\tfrac12$ gives $e^{\pi^2t/(4rcl^2)}=8/\pi$, or $t=b\,rcl^2$. At that time the next term is $(4/3\pi)(\pi/8)^9\approx10^{-4}$, which justifies its neglect.

Equation~\eqref{eq:T} adds these results. The repeater resistance charges all the capacitance, the full wire resistance charges the load $hC_0$, and the wire charges itself. The sum is right when the repeater resistance dominates, and when an unloaded wire dominates. In between it is an interpolation, whose error for the optimized line is given below.

\section{First estimate by scaling}

Drop all numerical factors and do not distinguish $C_p$ from $C_0$. Per length, the repeaters' own delay costs $R_0C_0/l$ and the wire's self-charging costs $rcl$. Short segments suffer from the first, long ones from the second. They balance at
\begin{equation}
l\sim\sqrt{\frac{R_0C_0}{rc}},\qquad \tau\sim\sqrt{R_0C_0\,rc}.
\end{equation}
Similarly, a small repeater drives the wire slowly, at a cost $R_0c/h$, while a large one loads the wire, at a cost $rhC_0$. The balance is $h\sim\sqrt{R_0c/(rC_0)}$.

With $R_0C_0=2.5$ ps and $rc=5.92\times10^{-5}$ ps$/\mu$m$^2$ at $k=3.0$,
\begin{equation}
l\sim205\ \mu\text{m},\qquad h\sim156,\qquad \tau\sim12\ \text{ps/mm}.
\end{equation}
The estimate also says $\tau\propto\sqrt c\propto\sqrt k$. If so, a redesigned line gains the fraction $1-\sqrt{2.4/3.0}=1-\sqrt{0.8}$, about 10.6 percent. The prefactors are unreliable, and it remains to be shown that the square-root law survives the full minimization.

\section{Exact minimum of the delay model}

Divide Eq.~\eqref{eq:T} by $l$ term by term. In the products $(R_0/h)(hC_p)$ and $(R_0/h)(hC_0)$ the size cancels, so
\begin{equation}
\tau=\left[\frac{A}{l}+Dl\right]+\left[\frac{B}{h}+Eh\right],
\label{eq:split}
\end{equation}
\begin{equation}
A=aR_0(C_0+C_p),\quad D=brc,\quad B=aR_0c,\quad E=arC_0 .
\end{equation}
The first bracket contains only $l$ and the second only $h$, so each can be minimized by itself. Completing the squares,
\begin{align}
\frac{A}{l}+Dl&=\left(\sqrt{\frac{A}{l}}-\sqrt{Dl}\right)^2+2\sqrt{AD},\\
\frac{B}{h}+Eh&=\left(\sqrt{\frac{B}{h}}-\sqrt{Eh}\right)^2+2\sqrt{BE}.
\end{align}
The squares cannot be negative, and each vanishes at one positive value of its variable: $l^2=A/D$ and $h^2=B/E$. This is the unique global minimum:
\begin{equation}
l_*=\sqrt{\frac{aR_0(C_0+C_p)}{b\,rc}},\qquad h_*=\sqrt{\frac{R_0c}{rC_0}},
\label{eq:opt}
\end{equation}
\begin{equation}
\tau_*=2\sqrt{rc}\left[\sqrt{ab\,R_0(C_0+C_p)}+a\sqrt{R_0C_0}\right].
\label{eq:tau}
\end{equation}

\paragraph{Numbers at $k=3.0$.} Here $A=3.119$ ps, $D=2.243\times10^{-5}$ ps$/\mu$m$^2$, $B=1.313$ ps$/\mu$m and $E=5.415\times10^{-5}$ ps$/\mu$m. Thus
\begin{align}
l_*&=\sqrt{3.119/(2.243\times10^{-5})}\ \mu\text{m}=373\ \mu\text{m},\\
h_*&=\sqrt{1.313/(5.415\times10^{-5})}=156,\\
\tau_*&=2\sqrt{AD}+2\sqrt{BE}=(16.7+16.9)\ \text{ps/mm}=33.6\ \text{ps/mm}.
\end{align}

\paragraph{Lower $k$, new design.} The bracket in Eq.~\eqref{eq:tau} contains no wire capacitance, and $r$ is held fixed. Hence $\tau_*\propto\sqrt c\propto\sqrt k$, and
\begin{equation}
1-\frac{\tau_*(2.4)}{\tau_*(3.0)}=1-\sqrt{0.8}=0.1056 .
\end{equation}
The least delay falls from 33.59 to 30.05 ps/mm, by 10.6 percent. The new design has smaller repeaters, $h_*=139$, standing farther apart, $l_*=417\ \mu$m. The delay of one segment is 12.53 ps in both cases: the gain comes from having fewer segments per length.

\paragraph{Lower $k$, old layout.} At the minimum the squares vanish, so the two terms within each bracket of Eq.~\eqref{eq:split} are equal. One term of each pair, $Dl$ and $B/h$, is proportional to $c$; the other does not contain it. In this delay model, the terms proportional to the wire capacitance therefore make up exactly half of the delay. If $c$ is multiplied by $s$ while $h$ and $l$ stay fixed, the delay becomes $\tau_*(1+s)/2$. For $s=0.8$ it falls by 10.0 percent, to 30.23 ps/mm. (For the distributed line and the inverter chain treated below, $h_*$ and $l_*$ are not exactly optimal, and keeping this layout gains 9.8 percent.) The further benefit of redesign, relative to the original delay, is
\begin{equation}
\frac{1+s}{2}-\sqrt s=\frac{(1-\sqrt s)^2}{2}=0.0056 .
\end{equation}
It is of second order in the change because the old layout was itself a minimum.

\paragraph{Capacitance to be switched.} From Eq.~\eqref{eq:opt},
\begin{equation}
\frac{h_*}{l_*}=\sqrt{\frac{R_0c}{rC_0}}\sqrt{\frac{b\,rc}{aR_0(C_0+C_p)}}=c\sqrt{\frac{b}{aC_0(C_0+C_p)}} .
\end{equation}
The repeater capacitance per length, $(C_0+C_p)h_*/l_*$, is thus proportional to $c$, here $0.99\,c$. The total falls by 20 percent, from 0.377 to 0.302 fF$/\mu$m. At equal voltage and switching activity, so does the energy spent on charging it. Here the redesign matters more than it does for delay, since the old layout would keep its larger repeater capacitance.

\paragraph{A wire without repeaters.} With an ideal driver and no load, a line of length $\ell$ has delay $b\,rc\ell^2$, which falls by the full 20 percent when $k$ does. For 5 mm at $k=3.0$ this is $0.3788\times5.92\times10^{-5}\times(5000)^2\ \text{ps}\approx560$ ps, against 168 ps with repeaters. Repeaters make the delay linear in length, but they also halve, to first order, its relative sensitivity to $k$.

\section{Comparison of estimate and solution}

The estimate gave the right size $h$, because the factor $a$ multiplies both competing terms and cancels. It gave 205 instead of 373 $\mu$m for the spacing and 12 instead of 34 ps/mm for the delay. Yet its percentage agrees with the full minimization. The reason is a change of variables that does not rely on Eq.~\eqref{eq:T}.

Let $h=\eta\sqrt c$ and $l=\lambda/\sqrt c$. The resistances of a segment become
\begin{equation}
\frac{R_0}{h}=\frac{R_0}{\eta\sqrt c},\qquad rl=\frac{r\lambda}{\sqrt c},
\end{equation}
and its capacitances
\begin{equation}
cl=\lambda\sqrt c,\qquad hC_0=\eta C_0\sqrt c,\qquad hC_p=\eta C_p\sqrt c .
\end{equation}
Every product of a resistance and a capacitance is free of $c$. So is the full time response, and with it the segment delay $\widetilde T(\eta,\lambda)$, however it is calculated. Then
\begin{equation}
\tau=\frac{\widetilde T(\eta,\lambda)}{l}=\sqrt c\,\frac{\widetilde T(\eta,\lambda)}{\lambda}.
\end{equation}
The best $\eta$ and $\lambda$ do not depend on $c$, and the minimum is proportional to $\sqrt c$.

Two extensions follow. A series inductance per length that does not depend on $k$ gives a segment inductance proportional to $1/\sqrt c$, so $L/R$ and $LC$ are also free of $c$. For nonlinear repeaters whose currents are $h$ times a function of the voltages, both the currents and the capacitances grow as $\sqrt c$, and the circuit equations $C\,dV/dt=I$ are unchanged. Finite input slopes are then covered too.

The numbers separate the error in the delay from the error in the percentage:
\begin{itemize}
\item \textit{Distributed response.} A finely divided RC line, optimized separately for each $k$, gives 35.43 and 31.69 ps/mm. Equation~\eqref{eq:tau} is about 5 percent below these values. The reduction is again 10.56 percent.
\item \textit{Inductance.} The smallest possible value, with the return current in the adjacent metal and all currents confined to the metal surfaces, is $L=\mu_0/g=0.18$ pH$/\mu$m. Current inside the metal or a more distant return raises it. Four times this value shifts the segment delay by 0.13 percent at the $k=3.0$ design. The reduction, optimized anew, stays at 10.56 percent.
\item \textit{Input slope.} A chain of eight inverters, whose conductances rise linearly once the input is 0.3 of the supply past the off state, gives 48.94 ps/mm at $h_*$ and $l_*$. This is 46 percent above Eq.~\eqref{eq:tau}, which assumes step inputs. About 6 points of this are the distributed-line error above, and the excess depends on the assumed threshold: 38 percent for 0.2 and 62 percent for 0.4 of the supply. With the design rescaled for $k=2.4$ it gives 43.77 ps/mm, again 10.56 percent less.
\end{itemize}

\section{Real wires and the limits of the result}

The example's values are round numbers, meant to be of the order met in semi-global copper wires around the 45 nm generation. The two permittivities are roughly those of a dense and a porous organosilicate glass. For such a line the absolute delay in Eq.~\eqref{eq:tau} is optimistic. Real inputs are not steps, and in the inverter model above this is the largest of the corrections listed. The value of $c$ also assumes quiet neighbours. If both switch the opposite way, the coupling capacitance counts twice and the effective $c$ is about 1.7 times larger, which at the fixed layout adds about 36 percent to the delay of Eq.~\eqref{eq:split}, an effect of similar size. In a uniform dielectric this effective capacitance is still proportional to $k$. The percentage changes when something fails to follow the scaling.

\paragraph{Layers that keep their permittivity.} Copper levels are usually capped by a denser dielectric. With 40 nm layers of $k=5$ on top of the wires and on the lower plane, a field solution on a 10 nm grid gives a fall of $c/\varepsilon_0$ from 22.48 to 18.42 when the remaining dielectric is changed. The reduction is then $1-\sqrt{18.42/22.48}$, or 9.5 percent. A refined mesh lowers both capacitances by about 0.4 percent and leaves the reduction at 9.5 percent.

\paragraph{Vias.} Each repeater is reached through via stacks of fixed resistance $R_v$, one at either end of the segment. The first charges $cl+hC_0$ and the second $hC_0$, which adds $aR_v(c+2C_0h/l)$ to the delay per length. To first order in $R_v$, $h$ and $l$ keep their values $h_*$ and $l_*$. Since $h_*/l_*\propto c$, this addition is then proportional to $c$ and falls by 20 percent, more than the rest. The vias also shift the optimum, and for 10 $\Omega$ the addition falls by 19.5 percent. Vias of fixed resistance therefore raise the percentage while making the line slower. If instead the number of parallel vias grew in proportion to $h$, $R_v$ would scale like $R_0/h$ and the percentage would stay at 10.6. For a rough 10 $\Omega$ per stack the best delay at $k=3.0$ is 36.25 ps/mm, and the reduction is 11.2 percent.

\paragraph{Whole numbers of segments.} A 5 mm line needs 13 segments at $k=3.0$ and 12 at $k=2.4$, with total delays of 168.0 and 150.2 ps. The reduction is still 10.6 percent. For shorter lines rounding matters more. The reduction lies between 10.3 and 10.8 percent for lines 4 to 7 spacings long, and between 9.8 and 11.0 percent for 2.5 to 4 spacings. A line only one or two spacings long would have to be treated separately.

\paragraph{Resistance.} Since $\tau_*\propto\sqrt{rc}$, a rise of $r$ by $1/0.8-1=25$ percent would cancel the whole gain. This matters if a porous dielectric requires a thicker barrier that takes cross-section from the copper. Heating is different, because it acts at both values of $k$. The coefficient of bulk copper, roughly 0.0039 per kelvin, gives an upper estimate, because the extra resistivity that a narrow wire owes to surfaces and grain boundaries depends little on temperature. A wire 75 K above room temperature then has at most about 29 percent more resistance and, with unchanged transistors and repeaters designed anew, at most about 14 percent more delay. The percentage gained from lower $k$ is the same if the wire is equally hot at both values of $k$. A porous dielectric generally conducts heat less well, and a wire that runs hotter because of it loses part of the gain.

The numerical output below lists these values.

\section*{Numbers as computed}
\begin{verbatim}
coefficients a, b: 0.6931, 0.3788
width, spacing, thickness, gap: 200, 200, 400, 400 nm
effective resistivity: 2.50 uOhm cm
R0, C0, Cp: 10.0 kOhm, 0.25 fF, 0.20 fF
wire resistance r: 0.3125 Ohm/um
geometry factor g: 7.133 (10 nm grid: 7.146)
strip check, solver / formula: 7.353 / 7.358
k = 3.0: wire capacitance c: 0.1895 fF/um
k = 3.0: best size h: 155.7
k = 3.0: best spacing l: 372.9 um
k = 3.0: segment delay: 12.53 ps
k = 3.0: least delay per length: 33.59 ps/mm
k = 2.4: wire capacitance c: 0.1516 fF/um
k = 2.4: best size h: 139.3
k = 2.4: best spacing l: 416.9 um
k = 2.4: segment delay: 12.53 ps
k = 2.4: least delay per length: 30.05 ps/mm
search at k = 3.0, h, l: 155.7, 372.9 um
reduction, redesigned: 10.56 %
old layout, k = 2.4: 30.23 ps/mm
reduction, old layout kept: 10.00 %
total capacitance, k = 3.0: 0.3774 fF/um
total capacitance, k = 2.4: 0.3019 fF/um
full RC response, best at k = 3.0: 35.43 ps/mm
full RC response, best h, l: 149.0, 374.8 um
full RC response, best at k = 2.4: 31.69 ps/mm
full RC response, reduction: 10.56 %
smallest inductance: 0.176 pH/um
delay shift by smallest inductance: 0.00 %
delay shift by 4 times that: 0.13 %
reduction with 4 times that: 10.56 %
inverter chain, k = 3.0: 48.94 ps/mm
inverter chain, k = 2.4: 43.77 ps/mm
inverter chain, reduction: 10.56 %
40 nm caps, k = 5.0: c/eps0 22.477 -> 18.424
reduction with cap layers: 9.47 %
via stacks of 10 Ohm, k = 3.0: 36.25 ps/mm
reduction with via stacks: 11.23 %
5 mm line, k = 3.0: 13 segments, 168.01 ps
5 mm line, k = 2.4: 12 segments, 150.24 ps
5 mm line, reduction: 10.58 %
wire 75 K hotter: r up 29 %, delay up 14 %
rise of r that cancels the gain: 25 %
\end{verbatim}
